# Origin and limits of the Lany–Zunger image-charge prefactor in supercells: verification in Python

```python
"""
Result under test: for charge q in a cubic supercell of edge L and permittivity
eps, the screened density has second moment Q = q(1-1/eps)L^2/4.  The nominal
third-order image term 2*pi*q*Q/(3*eps*L^3) therefore scales as 1/L and turns
alpha*q^2/(2*eps*L) into the Lany-Zunger form with the factor
1-(pi/(3*alpha))*(1-1/eps).  The true energy correction at zero average
potential keeps the full first-order coefficient; this is tested as well.
alpha: positive lattice constant of a point charge in a uniform background.
Model calculations use q=1, Gaussian-type atomic units and lattice spacing 1.
The worked example uses eV and nm.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.special import erfc

pi = np.pi
KAPPA = 4.0
integers = np.array(list(product(range(-7, 8), repeat=3)))
norm2 = (integers**2).sum(axis=1)
G = 2*pi*integers[(norm2 > 0) & (norm2 <= 50)]
G2 = (G**2).sum(axis=1)
GG = (G[:, :, None]*G[:, None, :]).reshape(-1, 9)
WEIGHT = 4*pi*np.exp(-G2/(4*KAPPA**2))/G2


def periodic_kernel(points):
    """Zero-average potential, gradient and Hessian for a unit cubic cell.

    The singular contribution of a charge at the evaluation point is omitted.
    """
    phase = points @ G.T
    cosine = np.cos(phase)*WEIGHT
    sine = np.sin(phase)*WEIGHT
    potential = cosine.sum(axis=1) - pi/KAPPA**2
    gradient = -sine @ G
    hessian = -(cosine @ GG).reshape(-1, 3, 3)
    for image in product((-1, 0, 1), repeat=3):
        d = points - np.array(image)
        r = np.sqrt((d**2).sum(axis=1))
        same = r < 1e-12
        r = np.where(same, 1.0, r)
        tail = np.where(same, 0.0, erfc(KAPPA*r))
        gauss = np.where(same, 0.0,
                         2*KAPPA/np.sqrt(pi)*np.exp(-(KAPPA*r)**2))
        first = tail/r**3 + gauss/r**2
        second = (3*first + 2*KAPPA**2*gauss)/r**2
        potential += tail/r
        gradient -= first[:, None]*d
        hessian += second[:, None, None]*d[:, :, None]*d[:, None, :]
        hessian -= first[:, None, None]*np.eye(3)
    return potential, gradient, hessian


def image_constant(cell):
    """Minus the regularized potential at a charge; rows of cell are vectors."""
    volume = abs(np.linalg.det(cell))
    kappa = 2.5/volume**(1/3)
    n = np.array(list(product(range(-6, 7), repeat=3)))
    n = n[(n**2).sum(axis=1) > 0]
    distance = np.linalg.norm(n @ cell, axis=1)
    k2 = ((n @ (2*pi*np.linalg.inv(cell).T))**2).sum(axis=1)
    value = (erfc(kappa*distance)/distance).sum()
    value += 4*pi/volume*(np.exp(-k2/(4*kappa**2))/k2).sum()
    return -(value - pi/(kappa**2*volume) - 2*kappa/np.sqrt(pi))


def wigner_seitz_moment(cell, divisions=36):
    """Mean squared distance to the nearest lattice point, by quadrature."""
    u = (np.arange(divisions) + 0.5)/divisions - 0.5
    points = np.array(np.meshgrid(u, u, u, indexing="ij")).reshape(3, -1).T @ cell
    nearest = np.full(len(points), np.inf)
    for shift in product(range(-2, 3), repeat=3):
        d = points - np.array(shift) @ cell
        nearest = np.minimum(nearest, (d**2).sum(axis=1))
    return nearest.mean()


# Lattice constants and cell-shape coefficients.
cells = {
    "sc": np.eye(3),
    "bcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)/2,
    "fcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)/2,
}
shape_data = {}
for name, cell in cells.items():
    cell = cell/abs(np.linalg.det(cell))**(1/3)
    constant = image_constant(cell)
    moment = wigner_seitz_moment(cell)
    shape_data[name] = (constant, moment, 4*pi*moment/(3*constant))
alpha = shape_data["sc"][0]
shape_factor = pi/(3*alpha)
assert abs(shape_data["sc"][2] - shape_factor) < 1e-3
sphere_moment = 0.6*(3/(4*pi))**(2/3)
assert all(data[1] > sphere_moment for data in shape_data.values())

# A compact Gaussian charge tests the sign and size of the third-order term.
sigma_test = 0.12
periodic_energy = 0.5*(4*pi*np.exp(-sigma_test**2*G2)/G2).sum()
isolated_energy = 1/(2*np.sqrt(pi)*sigma_test)
gaussian_direct = isolated_energy - periodic_energy
gaussian_formula = alpha/2 - 2*pi*(3*sigma_test**2)/3
assert abs(gaussian_direct - gaussian_formula) < 1e-6

# Explicit sum of neutral cubic cells tests the average-potential offset.
nodes, node_weights = np.polynomial.legendre.leggauss(32)
cube_integral = 0.75*np.sum(
    node_weights[:, None]*node_weights[None, :]
    / np.sqrt(1 + nodes[:, None]**2 + nodes[None, :]**2))
shells = 20
axis = np.arange(-shells, shells + 1)
R2 = axis[:, None, None]**2 + axis[None, :, None]**2 + axis[None, None, :]**2
neutral_sum = (1/np.sqrt(R2[R2 > 0])).sum() - (2*shells + 1)**2*cube_integral
offset_direct = neutral_sum + alpha
assert abs(offset_direct - pi/6) < 5e-4

# Moving the integration window changes the moment of the same density.
u = (np.arange(100) + 0.5)/100 - 0.5
shifted_moment = ((u + 0.25)**2).mean() + 2*(u**2).mean()
shifted_factor = 4*pi*shifted_moment/(3*alpha)
assert shifted_factor > 1.2*shape_factor


def outside_average(s):
    """Minus mean potential outside radius s*L, in units q/(eps*L)."""
    ball = 2*pi*s**2 - 4*pi*alpha*s**3/3 + 8*pi**2*s**5/15
    return ball/(1 - 4*pi*s**3/3)


u = (np.arange(24) + 0.5)/48
octant = np.array(np.meshgrid(u, u, u, indexing="ij")).reshape(3, -1).T
outside = octant[(octant**2).sum(axis=1) > 0.25]
outside_direct = -periodic_kernel(outside)[0].mean()
v_half = outside_average(0.5)
assert abs(outside_direct - v_half) < 0.01
v_corner = -periodic_kernel(np.array([[0.5, 0.5, 0.5]]))[0][0]


# Self-consistent point dipoles around an interstitial unit charge.
def lattice_kernels(n):
    index = np.arange(n)
    d = (index/n + 0.5) % 1 - 0.5
    s = ((index + 0.5)/n + 0.5) % 1 - 0.5
    displacement = np.array(np.meshgrid(d, d, d, indexing="ij")).reshape(3, -1).T
    sites = np.array(np.meshgrid(s, s, s, indexing="ij")).reshape(3, -1).T
    _, dipole_gradient, tensor = periodic_kernel(displacement)
    tensor[0] = 4*pi/3*np.eye(3)
    site_potential, site_gradient, _ = periodic_kernel(sites)
    return (sites*n, site_potential/n, -site_gradient/n**2,
            -dipole_gradient/n**2, tensor/n**3)


def solve_dipoles(n, eps, kernels):
    sites, bare_potential, bare_field, dipole_potential, tensor = kernels
    polarizability = 3/(4*pi)*(eps - 1)/(eps + 2)
    axes = (0, 1, 2)
    tensor_k = np.fft.fftn(tensor.reshape(n, n, n, 3, 3), axes=axes).real
    field_k = np.fft.fftn(bare_field.reshape(n, n, n, 3), axes=axes)
    matrix = np.eye(3)/polarizability - tensor_k
    dipole_k = np.linalg.solve(matrix, field_k[..., None])[..., 0]
    dipoles = np.fft.ifftn(dipole_k, axes=axes).real.reshape(-1, 3)
    kernel_k = np.fft.fftn(dipole_potential.reshape(n, n, n, 3), axes=axes)
    induced = np.fft.ifftn((kernel_k*dipole_k).sum(axis=-1), axes=axes).real
    potential = bare_potential + induced.reshape(-1)
    energy = -0.5*(bare_field*dipoles).sum() - alpha/(2*n)
    moment = 2*(dipoles*sites).sum()
    return energy, moment, dipoles, potential


def enclosed_charge(sites, dipoles, half_edge):
    """Polarization charge in a centred cube, from flux through its faces."""
    face = ((abs(sites[:, 0] - half_edge) < 1e-8)
            & (abs(sites[:, 1]) < half_edge + 1e-8)
            & (abs(sites[:, 2]) < half_edge + 1e-8))
    edge_y = abs(abs(sites[face, 1]) - half_edge) < 1e-8
    edge_z = abs(abs(sites[face, 2]) - half_edge) < 1e-8
    weights = np.where(edge_y, 0.5, 1.0)*np.where(edge_z, 0.5, 1.0)
    return -6*(weights*dipoles[face, 0]).sum()


sizes = np.array([8, 12, 16])
kernels = {n: lattice_kernels(n) for n in sizes}
lattice_report = {}
for eps_model in (2.0, 5.0):
    solved = [solve_dipoles(n, eps_model, kernels[n]) for n in sizes]
    energies = np.array([item[0] for item in solved])
    moments = np.array([item[1] for item in solved])
    design = np.column_stack((np.ones(3), -1/sizes, 1/sizes**3))
    coefficient = np.linalg.solve(design, energies)[1]
    energy_ratio = coefficient/(alpha/(2*eps_model))
    moment_slope = (moments[2] - moments[1])/(sizes[2]**2 - sizes[1]**2)
    cloud = 1 - 1/eps_model
    nominal_times_L = 2*pi*moments/(3*eps_model*sizes**2)
    assert abs(energy_ratio - 1) < 0.01
    assert abs(moment_slope/(cloud/4) - 1) < 0.02
    assert np.max(abs(nominal_times_L/(pi*cloud/(6*eps_model)) - 1)) < 0.03
    sites = kernels[16][0]
    charges = []
    for half_edge in (5.5, 7.5):
        found = enclosed_charge(sites, solved[2][2], half_edge)
        expected = -cloud*(1 - (2*half_edge/16)**3)
        assert abs(found - expected) < 0.03
        charges.append((half_edge, found, expected))
    # Discrete dipoles change the far site mean by a relative order 1/L^2.
    # Using the same sites in both means removes the sphere-counting error.
    site_ratios = []
    for n, item in zip(sizes, solved):
        far = (kernels[n][0]**2).sum(axis=1) > n**2/4
        continuum_mean = kernels[n][1][far].mean()/eps_model
        site_ratios.append(item[3][far].mean()/continuum_mean)
    site_ratios = np.array(site_ratios)
    assert abs(site_ratios[2] - 1) < abs(site_ratios[1] - 1)
    ratio_limit = ((sizes[2]**2*site_ratios[2] - sizes[1]**2*site_ratios[1])
                   / (sizes[2]**2 - sizes[1]**2))
    alignment = ratio_limit*outside_direct
    assert abs(alignment - v_half) < 0.03
    lattice_report[eps_model] = (energy_ratio, moment_slope, cloud/4,
                                nominal_times_L, charges, site_ratios, alignment)

# Rough parameters for a doubly positive vacancy in amorphous In-Ga-Zn oxide.
coulomb = const.e/(4*pi*const.epsilon_0)*1e9
charge, eps, eps_fixed, edge = 2, 12.0, 4.0, 1.2


def corrections(length, permittivity):
    full = alpha*charge**2*coulomb/(2*permittivity*length)
    third = full*shape_factor*(1 - 1/permittivity)
    return full, third, full - third


full, third, reduced = corrections(edge, eps)
energy_unit = charge**2*coulomb/(eps*edge)
sigma = 0.10
size_effect = 2*pi*charge**2*sigma**2*coulomb/(eps*edge**3)
diagonal = eps*np.array([1.1, 1.0, 0.9])
anisotropic = (charge**2*coulomb/(2*edge)
               * image_constant(np.diag(diagonal**-0.5))
               / np.sqrt(np.prod(diagonal)))
eps_effect = full - corrections(edge, 1.1*eps)[0]
near_distance = 0.20
near_field = 10*charge*coulomb/(eps*near_distance**2)
quarter_gradient = periodic_kernel(np.array([[0.25, 0.0, 0.0]]))[1][0, 0]
quarter_field = -10*charge*coulomb*quarter_gradient/(eps*edge**2)
temperature, carriers_cm3, mass_ratio = 300.0, 1e17, 0.35
thermal = const.k*temperature
debye = np.sqrt(eps*const.epsilon_0*thermal/(const.e**2*carriers_cm3*1e6))*1e9
band_density = 2*(2*pi*mass_ratio*const.m_e*thermal/const.h**2)**1.5/1e6
carrier_effect = charge**2*coulomb/(2*eps*debye)
assert carriers_cm3 < 0.1*band_density

print("CELL SHAPE (L = cube root of volume; dimensionless)")
for name, data in shape_data.items():
    print(f"{name}: alpha={data[0]:.5f}, <r2>/L2={data[1]:.4f}, coeff={data[2]:.4f}")
print(f"cubic coefficient pi/(3 alpha) = {shape_factor:.5f}")
print(f"window moved L/4: <r2>/L2={shifted_moment:.4f}, coeff={shifted_factor:.4f}")
print("COMPACT GAUSSIAN, q=1, L=1 (hartree)")
print(f"sigma={sigma_test:.2f} bohr: direct={gaussian_direct:.6f}, "
      f"formula={gaussian_formula:.6f}")
print("POTENTIALS (units q/(eps L))")
print(f"neutral-cell average: sum={offset_direct:.5f}, pi/6={pi/6:.5f}")
print(f"outside inscribed sphere: grid={-outside_direct:.4f}, formula={-v_half:.5f}")
print(f"far corner = {-v_corner:.5f}")
print("DIPOLE LATTICE, q=1, spacing=1 bohr, L=8,12,16 bohr")
for eps_model, data in lattice_report.items():
    print(f"eps={eps_model:.0f}: fitted 1/L energy / full formula = {data[0]:.5f}")
    print(f"  moment slope: found={data[1]:.5f}, formula={data[2]:.5f}")
    print("  L*nominal third term (hartree bohr): "
          + ", ".join(f"{x:.5f}" for x in data[3]))
    for half_edge, found, expected in data[4]:
        print(f"  charge in cube edge {2*half_edge:.0f} bohr: "
              f"{found:.4f}, formula {expected:.4f} e")
    print("  far site mean / continuum mean: "
          + ", ".join(f"{x:.4f}" for x in data[5]))
    print(f"  large-cell mean outside sphere = {-data[6]:.4f} q/(eps L)")
print("AMORPHOUS In-Ga-Zn OXIDE, ROUGH PARAMETERS")
print(f"q=+{charge} e, eps={eps:.0f}, fixed-ion eps={eps_fixed:.0f}, L={edge:.1f} nm")
print(f"Coulomb constant = {coulomb:.5f} eV nm")
print(f"full={full:.4f}, third={third:.4f}, reduced={reduced:.4f} eV")
print(f"reduced/full = {reduced/full:.4f}")
for label, value in (("whole cell", 0.0), ("outside sphere", v_half),
                     ("far corner", v_corner)):
    shift = energy_unit*value
    print(f"align {label}: {shift:.4f} eV, reduced+align={reduced+shift:.4f} eV")
for length in (1.0, 1.6, 2.4):
    a, b, c = corrections(length, eps)
    print(f"L={length:.1f} nm: full={a:.4f}, third={b:.4f}, reduced={c:.4f} eV")
a, b, c = corrections(edge, eps_fixed)
print(f"fixed ions, L={edge:.1f} nm: full={a:.4f}, third={b:.4f}, reduced={c:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"Gaussian sigma {sigma:.2f} nm: lowers correction by {size_effect:.4f} eV")
print(f"eps axes +10%,0,-10%: correction changes {anisotropic-full:+.4f} eV")
print(f"eps larger by 10%: correction falls by {eps_effect:.4f} eV")
print(f"field at {near_distance:.2f} nm = {near_field:.1f} MV/cm")
print(f"field at L/4 = {edge/4:.2f} nm: {quarter_field:.1f} MV/cm")
print(f"carriers={carriers_cm3:.1e} cm^-3, T={temperature:.0f} K, m*/m={mass_ratio:.2f}")
print(f"band density={band_density:.2e} cm^-3, Debye length={debye:.2f} nm")
print(f"free-carrier screening energy = {carrier_effect:.4f} eV")
print("every check passed")
```

Running it gives:

```
CELL SHAPE (L = cube root of volume; dimensionless)
sc: alpha=2.83730, <r2>/L2=0.2498, coeff=0.3688
bcc: alpha=2.88846, <r2>/L2=0.2356, coeff=0.3417
fcc: alpha=2.88828, <r2>/L2=0.2364, coeff=0.3428
cubic coefficient pi/(3 alpha) = 0.36908
window moved L/4: <r2>/L2=0.3125, coeff=0.4613
COMPACT GAUSSIAN, q=1, L=1 (hartree)
sigma=0.12 bohr: direct=1.328171, formula=1.328171
POTENTIALS (units q/(eps L))
neutral-cell average: sum=0.52358, pi/6=0.52360
outside inscribed sphere: grid=-0.5242, formula=-0.52410
far corner = -0.80194
DIPOLE LATTICE, q=1, spacing=1 bohr, L=8,12,16 bohr
eps=2: fitted 1/L energy / full formula = 0.99958
  moment slope: found=0.12500, formula=0.12500
  L*nominal third term (hartree bohr): 0.13126, 0.13106, 0.13099
  charge in cube edge 11 bohr: -0.3373, formula -0.3375 e
  charge in cube edge 15 bohr: -0.0880, formula -0.0880 e
  far site mean / continuum mean: 1.0501, 1.0222, 1.0125
  large-cell mean outside sphere = -0.5242 q/(eps L)
eps=5: fitted 1/L energy / full formula = 1.00865
  moment slope: found=0.20000, formula=0.20000
  L*nominal third term (hartree bohr): 0.08376, 0.08377, 0.08377
  charge in cube edge 11 bohr: -0.5407, formula -0.5400 e
  charge in cube edge 15 bohr: -0.1408, formula -0.1408 e
  far site mean / continuum mean: 1.2387, 1.1044, 1.0588
  large-cell mean outside sphere = -0.5242 q/(eps L)
AMORPHOUS In-Ga-Zn OXIDE, ROUGH PARAMETERS
q=+2 e, eps=12, fixed-ion eps=4, L=1.2 nm
Coulomb constant = 1.43996 eV nm
full=0.5674, third=0.1920, reduced=0.3755 eV
reduced/full = 0.6617
align whole cell: 0.0000 eV, reduced+align=0.3755 eV
align outside sphere: 0.2096 eV, reduced+align=0.5851 eV
align far corner: 0.3208 eV, reduced+align=0.6962 eV
L=1.0 nm: full=0.6809, third=0.2304, reduced=0.4506 eV
L=1.6 nm: full=0.4256, third=0.1440, reduced=0.2816 eV
L=2.4 nm: full=0.2837, third=0.0960, reduced=0.1877 eV
fixed ions, L=1.2 nm: full=1.7023, third=0.4712, reduced=1.2311 eV
NEGLECTED EFFECTS
Gaussian sigma 0.10 nm: lowers correction by 0.0175 eV
eps axes +10%,0,-10%: correction changes +0.0004 eV
eps larger by 10%: correction falls by 0.0516 eV
field at 0.20 nm = 60.0 MV/cm
field at L/4 = 0.30 nm: 24.6 MV/cm
carriers=1.0e+17 cm^-3, T=300 K, m*/m=0.35
band density=5.20e+18 cm^-3, Debye length=13.09 nm
free-carrier screening energy = 0.0183 eV
every check passed
```
